# Dresselhaus-Kip-Kittel and Luttinger Parameters from Second-Order Momentum Sums: a numerical check

```python
"""
Result under test: for the Gamma25' valence triplet (X,Y,Z) of a diamond crystal
  L = F+2G, M = H1+H2, N = F-G+H1-H2, K = F-G-H1+H2   (units hbar^2/2m)
  gamma1 = -1-(L+2M)/3, gamma2 = -(L-M)/6, gamma3 = -N/6, kappa = -1/3-K/6
F, G, H1, H2: second-order momentum sums over Gamma2', Gamma12', Gamma15, Gamma25.
K: antisymmetric constant that appears when the k components do not commute.
The crystal is a model with local form factors; Hartree atomic units throughout.
"""
import itertools
import numpy as np

A_LAT = 10.0                               # cubic lattice constant, bohr
FORM = {3: -0.11, 8: 0.02, 11: 0.04}       # form factors, hartree
DELTA = 0.05                               # spin-orbit splitting in tests, hartree
UNIT = 2 * np.pi / A_LAT
SPECIES = ("Gamma2'", "Gamma12'", "Gamma15", "Gamma25")
# momentum component acting on X, and scale that turns the sum into F, G, H1, H2
ELEMENT = {"Gamma2'": (0, 1.0), "Gamma12'": (0, 0.5),
           "Gamma15": (1, 1.0), "Gamma25": (1, 1.0)}


def td_operations():
    """The 24 signed permutation matrices that leave the product xyz unchanged."""
    for perm in itertools.permutations(range(3)):
        for signs in itertools.product((1, -1), repeat=3):
            if np.prod(signs) == 1:
                rot = np.zeros((3, 3), dtype=int)
                for row in range(3):
                    rot[row, perm[row]] = signs[row]
                yield rot


def td_characters(rot):
    """Td characters; odd states A1, E, T2, T1 are Gamma2', 12', 15, 25."""
    det, trace = round(np.linalg.det(rot)), int(np.trace(rot))
    char_e = 0 if det < 0 else (-1 if trace == 0 else 2)
    return {"Gamma2'": (1, 1), "Gamma12'": (2, char_e),
            "Gamma15": (3, trace), "Gamma25": (3, trace * det)}


def crystal(cutoff):
    """Diagonalize at Gamma, build X,Y,Z, and form the second-order tensors."""
    rng = range(-7, 8)
    waves = np.array([g for g in itertools.product(rng, rng, rng)
                      if len({c % 2 for c in g}) == 1
                      and sum(c * c for c in g) <= cutoff])
    size = len(waves)
    diff = waves[:, None, :] - waves[None, :, :]
    length2 = (diff ** 2).sum(-1)
    potential = np.zeros((size, size))
    for q2, value in FORM.items():
        potential[length2 == q2] = value
    potential *= np.cos(np.pi / 4 * diff.sum(-1))   # origin at a bond centre
    h_gamma = np.diag(0.5 * UNIT ** 2 * (waves ** 2).sum(1)) + potential
    energy, vec = np.linalg.eigh(h_gamma)
    where = {tuple(g): i for i, g in enumerate(waves)}
    inversion = np.zeros((size, size))
    for i, g in enumerate(waves):
        inversion[where[tuple(-g)], i] = 1.0
    odd = 0.5 * (np.eye(size) - inversion)
    projector = {s: np.zeros((size, size)) for s in SPECIES}
    partner = np.zeros((3, size, size))             # takes X to X, Y, Z
    for rot in td_operations():
        image = waves @ rot.T
        rows = [where[tuple(g)] for g in image]
        phase = np.cos(np.pi / 4 * (image.sum(1) - waves.sum(1)))
        op = np.zeros((size, size))
        op[rows, np.arange(size)] = phase
        assert np.allclose(op @ h_gamma, h_gamma @ op, atol=1e-11)
        for s, (dim, char) in td_characters(rot).items():
            projector[s] += dim * char / 24 * op
        for i in range(3):
            partner[i] += 3 / 24 * rot[i, 0] * op
    triplet = vec[:, 1:4]
    # valence top: threefold, even, and vector-like under Td, hence Gamma25'
    assert np.ptp(energy[1:4]) < 1e-10 and energy[4] - energy[3] > 0.03
    assert np.allclose(inversion @ triplet, triplet, atol=1e-8)
    assert np.allclose(projector["Gamma15"] @ triplet, triplet, atol=1e-8)
    weight, mix = np.linalg.eigh(triplet.T @ partner[0] @ triplet)
    assert abs(weight[-1] - 1) < 1e-8
    x_state = triplet @ mix[:, -1]
    xyz = np.array([partner[i] @ x_state for i in range(3)]).T
    assert np.allclose(xyz.T @ xyz, np.eye(3), atol=1e-8)
    basis = np.hstack([xyz, vec[:, :1], vec[:, 4:]])
    level = np.concatenate([energy[1:4], energy[:1], energy[4:]])
    top = energy[1:4].mean()
    momentum = np.array([basis.T @ (UNIT * waves[:, [c]] * basis)
                         for c in range(3)])
    left = 2 * momentum[:, :3, 3:] / (top - level[3:])
    right = momentum[:, 3:, :3]
    total = np.einsum("ain,bnj->abij", left, right)
    tensor, character = {}, {}
    for s in SPECIES:
        q = (basis.T @ odd @ projector[s] @ basis)[3:, 3:]
        tensor[s] = np.einsum("ain,bnj->abij", left @ q, right)
        character[s] = np.diag(q)
    return dict(waves=waves, potential=potential, level=level, top=top,
                momentum=momentum, total=total, tensor=tensor,
                character=character)


def species_sums(data):
    result = []
    for s in SPECIES:
        comp, scale = ELEMENT[s]
        result.append(scale * data["tensor"][s][comp, comp, 0, 0])
    return result


def parameters(F, G, H1, H2):
    L, M = F + 2 * G, H1 + H2
    N, K = F - G + H1 - H2, F - G - H1 + H2
    return (L, M, N, K), (-1 - (L + 2 * M) / 3, -(L - M) / 6, -N / 6, -1 / 3 - K / 6)


data = crystal(24)
F, G, H1, H2 = species_sums(data)
(L, M, N, K), (g1, g2, g3, kappa) = parameters(F, G, H1, H2)

# The four species exhaust the sum, and the sum over all states has the stated form.
total = data["total"]
assert np.allclose(sum(data["tensor"].values()), total, atol=1e-7)
assert abs(total[0, 0, 0, 0] - L) < 1e-7
assert abs(total[1, 1, 0, 0] - M) < 1e-7
assert abs(total[0, 1, 0, 1] + total[1, 0, 0, 1] - N) < 1e-7
assert abs(total[0, 1, 0, 1] - total[1, 0, 0, 1] - K) < 1e-7
assert max(F, G, H1, H2) < 0

# Spinless bands in a general direction: plane-wave energies against L, M, N.
step = 5e-4
direction = np.array([1.0, 2.0, 3.0]) / np.sqrt(14)
h_k = np.diag(0.5 * ((step * direction + UNIT * data["waves"]) ** 2).sum(1))
bands = np.linalg.eigvalsh(h_k + data["potential"])[1:4]
curv_direct = 2 * (bands - data["top"]) / step ** 2
dkk = N * np.outer(direction, direction)
np.fill_diagonal(dkk, 1 + M + (L - M) * direction ** 2)
curv_formula = np.linalg.eigvalsh(dkk)
dev_spinless = np.abs(curv_direct - curv_formula).max()
assert dev_spinless < 5e-3                 # fourth-order terms in k remain

# Many-band Hamiltonian with spin; k components may be numbers or operators.
spin = 0.5 * np.array([[[0, 1], [1, 0]], [[0, -1j], [1j, 0]], [[1, 0], [0, -1]]])
epsilon = np.zeros((3, 3, 3))
for i, j, k in ((0, 1, 2), (1, 2, 0), (2, 0, 1)):
    epsilon[i, j, k], epsilon[i, k, j] = 1, -1
orbital = -1j * epsilon


def many_band(k_ops, k_squared, field):
    n_band, n_osc = len(data["level"]), len(k_squared)
    shifted = data["level"] - data["top"]
    shifted[:3] -= DELTA / 3               # keeps the J=3/2 level at zero
    spatial = np.kron(np.diag(shifted), np.eye(n_osc)).astype(complex)
    spatial += np.kron(np.eye(n_band), 0.5 * k_squared)
    for p_mat, k_op in zip(data["momentum"], k_ops):
        spatial += np.kron(p_mat, k_op)
    ham = np.kron(spatial, np.eye(2))
    ham += np.kron(np.eye(n_band * n_osc), field * spin[2])
    block = 3 * n_osc * 2                  # the triplet comes first
    for c in range(3):
        ham[:block, :block] += 2 * DELTA / 3 * np.kron(
            np.kron(orbital[c], np.eye(n_osc)), spin[c])
    return ham


# Heavy and light hole curvatures with spin-orbit splitting, along two axes.
dev_holes = 0.0
for axis, gam in ((np.array([1.0, 0, 0]), g2), (np.ones(3) / np.sqrt(3), g3)):
    k_vec = step * axis
    ham = many_band([np.array([[c]]) for c in k_vec], np.array([[step ** 2]]), 0.0)
    values = np.linalg.eigvalsh(ham)
    near = values[np.abs(values) < 0.4 * DELTA]
    assert len(near) == 4
    expected = np.sort(np.repeat([-(g1 + 2 * gam), -(g1 - 2 * gam)], 2))
    dev_holes = max(dev_holes, np.abs(2 * near / step ** 2 - expected).max())
assert dev_holes < 5e-3                    # fourth-order terms in k remain

# Weak field along z, k_z = 0: all four parameters against the many-band levels.
FIELD, N_OSC = 1e-8, 4


def k_operators(dim):
    lower = np.diag(np.sqrt(np.arange(1, dim)), 1)
    scale = np.sqrt(FIELD / 2)
    return scale * (lower + lower.T), 1j * scale * (lower - lower.T)


kx, ky = k_operators(N_OSC + 1)
osc_energy = np.diag(FIELD * (2 * np.arange(N_OSC + 1) + 1.0))
ham = many_band([kx, ky], osc_energy, FIELD)
# Remote states keep one oscillator level more than the triplet, so that
# second-order products of k within the triplet are exact.
keep = np.ones((len(data["level"]), N_OSC + 1, 2), dtype=bool)
keep[:3, -1, :] = False
keep = np.flatnonzero(keep.ravel())
values = np.linalg.eigvalsh(ham[np.ix_(keep, keep)])
levels_direct = values[np.abs(values) < 0.4 * DELTA] / FIELD
assert len(levels_direct) == 4 * N_OSC
del ham

m_j = np.array([1.5, 0.5, -0.5, -1.5])
raising = np.diag(np.sqrt(3.75 - m_j[1:] * (m_j[1:] + 1)), 1)
jx, jy, jz = (raising + raising.T) / 2, (raising - raising.T) / 2j, np.diag(m_j)
kx, ky = k_operators(N_OSC + 2)


def cut(op):
    return op[:N_OSC, :N_OSC]


def luttinger_levels(kappa_value):
    kx2, ky2 = cut(kx @ kx), cut(ky @ ky)
    kxy = cut(kx @ ky + ky @ kx) / 2
    hole = np.kron((g1 + 2.5 * g2) / 2 * (kx2 + ky2), np.eye(4)).astype(complex)
    hole -= g2 * (np.kron(kx2, jx @ jx) + np.kron(ky2, jy @ jy))
    hole -= 2 * g3 * np.kron(kxy, (jx @ jy + jy @ jx) / 2)
    hole += kappa_value * FIELD * np.kron(np.eye(N_OSC), jz)
    return np.linalg.eigvalsh(-hole / FIELD)


dev_field = np.abs(levels_direct - luttinger_levels(kappa)).max()
dev_control = np.abs(levels_direct - luttinger_levels(kappa + 0.05)).max()
assert dev_field < 5e-3                    # second-order terms in the field remain
assert dev_control > 5 * dev_field         # the test does resolve kappa

# The relation without Gamma25 states misses kappa by two thirds of H2.
kappa_short = g3 + 2 * g2 / 3 - g1 / 3 - 2 / 3
kappa_total = -1 / 3 - (total[0, 1, 0, 1] - total[1, 0, 0, 1]) / 6
assert abs(kappa_short - kappa_total - 2 * H2 / 3) < 1e-7

print(f"lattice constant = {A_LAT:.1f} bohr")
for q2, value in FORM.items():
    print(f"form factor at squared length {q2} = {value:.3f} hartree")
print(f"plane waves = {len(data['waves'])}")
print("lowest remote level of each species (energy above valence top):")
for s, name, full in zip(SPECIES, ("F", "G", "H1", "H2"), (F, G, H1, H2)):
    comp, scale = ELEMENT[s]
    remote = data["level"][3:]
    first = np.flatnonzero(data["character"][s] > 0.99)[0]
    same = np.abs(remote - remote[first]) < 1e-8
    p2 = (data["momentum"][comp][0, 3:][same] ** 2).sum()
    gap = remote[first] - data["top"]
    print(f"  {s}: energy = {gap:.5f} hartree, states = {same.sum()}")
    print(f"    summed squared momentum element = {p2:.5f} a.u.")
    print(f"    its part of {name} = {-2 * scale * p2 / gap:.4f} (hbar^2/2m)")
for name, value in zip(("F", "G", "H1", "H2", "L", "M", "N", "K"),
                       (F, G, H1, H2, L, M, N, K)):
    print(f"{name} = {value:.4f} (hbar^2/2m)")
for name, value in zip(("gamma1", "gamma2", "gamma3", "kappa"), (g1, g2, g3, kappa)):
    print(f"{name} = {value:.4f} (dimensionless)")
print(f"kappa from relation without Gamma25 = {kappa_short:.4f} (dimensionless)")
for label, gam in (("[100]", g2), ("[111]", g3)):
    print(f"hole masses {label}: {1 / (g1 - 2 * gam):.4f}, "
          f"{1 / (g1 + 2 * gam):.4f} electron masses")
larger = crystal(44)
_, big = parameters(*species_sums(larger))
print(f"larger basis = {len(larger['waves'])} plane waves")
print("  gamma1, gamma2, gamma3, kappa = " + ", ".join(f"{v:.4f}" for v in big))
print(f"test spin-orbit splitting = {DELTA:.3f} hartree")
print(f"test field = {FIELD:.1e} a.u.; triplet oscillator levels = {N_OSC}")
print(f"largest deviation, spinless curvatures = {dev_spinless:.1e} (hbar^2/2m)")
print(f"largest deviation, hole curvatures = {dev_holes:.1e} (hbar^2/2m)")
print(f"largest deviation, field levels / B = {dev_field:.1e} a.u.")
print(f"same with kappa raised by 0.05 = {dev_control:.1e} a.u.")
print("checks complete")
```

Output:

```
lattice constant = 10.0 bohr
form factor at squared length 3 = -0.110 hartree
form factor at squared length 8 = 0.020 hartree
form factor at squared length 11 = 0.040 hartree
plane waves = 137
lowest remote level of each species (energy above valence top):
  Gamma2': energy = 0.13912 hartree, states = 1
    summed squared momentum element = 0.41540 a.u.
    its part of F = -5.9718 (hbar^2/2m)
  Gamma12': energy = 0.30632 hartree, states = 2
    summed squared momentum element = 0.26962 a.u.
    its part of G = -0.8802 (hbar^2/2m)
  Gamma15: energy = 0.12844 hartree, states = 3
    summed squared momentum element = 0.29955 a.u.
    its part of H1 = -4.6643 (hbar^2/2m)
  Gamma25: energy = 1.06289 hartree, states = 3
    summed squared momentum element = 0.01993 a.u.
    its part of H2 = -0.0375 (hbar^2/2m)
F = -5.9871 (hbar^2/2m)
G = -0.8806 (hbar^2/2m)
H1 = -4.6730 (hbar^2/2m)
H2 = -0.0377 (hbar^2/2m)
L = -7.7484 (hbar^2/2m)
M = -4.7107 (hbar^2/2m)
N = -9.7418 (hbar^2/2m)
K = -0.4712 (hbar^2/2m)
gamma1 = 4.7233 (dimensionless)
gamma2 = 0.5063 (dimensionless)
gamma3 = 1.6236 (dimensionless)
kappa = -0.2548 (dimensionless)
kappa from relation without Gamma25 = -0.2800 (dimensionless)
hole masses [100]: 0.2695, 0.1743 electron masses
hole masses [111]: 0.6775, 0.1255 electron masses
larger basis = 331 plane waves
  gamma1, gamma2, gamma3, kappa = 4.7200, 0.5087, 1.6211, -0.2545
test spin-orbit splitting = 0.050 hartree
test field = 1.0e-08 a.u.; triplet oscillator levels = 4
largest deviation, spinless curvatures = 1.1e-04 (hbar^2/2m)
largest deviation, hole curvatures = 1.1e-04 (hbar^2/2m)
largest deviation, field levels / B = 4.5e-05 a.u.
same with kappa raised by 0.05 = 7.3e-02 a.u.
checks complete
```
